# Helium MP2 partial waves and their large-angular-momentum limit

**The question**

A helium atom has a fixed nucleus and nonrelativistic electrons. Its reference state is the closed-shell Hartree-Fock determinant, and the zeroth-order Hamiltonian is the sum of two Fock operators. Atomic units are used. Orbitals are real radial functions times spherical harmonics, $P(r)Y_{lm}/r$, with $\int P^2dr=1$. The occupied orbital is $s$, with radial function $P_s$ and energy $\varepsilon_s$; $a$ and $b$ are virtual orbitals.

## (a) Derive the second-order energy as a sum over virtual orbitals.

**Model answer.** The perturbation is $V=1/r_{12}-v(1)-v(2)$, where $v=2J-K$ is the Hartree-Fock mean field. The reference has spatial part $s(1)s(2)$ and a singlet spin function. As $V$ does not act on spin, the spatial products of Fock orbitals suffice as intermediate states.

If one electron is excited, the matrix element is

$$\langle as|V|ss\rangle=(as|ss)-\langle a|2J-K|s\rangle=(as|ss)-[2(as|ss)-(as|ss)]=0 .$$

If both are excited, the one-electron terms vanish because $a$ and $b$ are orthogonal to $s$. Only the Coulomb repulsion remains, and second-order perturbation theory gives

$$E^{(2)}=\sum_{ab}\frac{|\langle ab|r_{12}^{-1}|ss\rangle|^2}{2\varepsilon_s-\varepsilon_a-\varepsilon_b}. \tag{1}$$

The sum runs over ordered pairs. The virtual orbitals lie above $s$, so each denominator is negative and correlation lowers the energy at this order.

## (b) Separate this sum into partial waves, and find the radial equation for the virtual orbitals.

**Model answer.** Let $r_<$ and $r_>$ be the smaller and larger of the two radii. Then

$$\frac1{r_{12}}=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}Y_{LM}(1)Y^*_{LM}(2).$$

The occupied orbital has angular part $1/\sqrt{4\pi}$. The angular integral for electron 1 therefore requires $L=l_a$, $M=m_a$ and gives $1/\sqrt{4\pi}$. That for electron 2 requires $l_b=L$, $m_b=-M$ and gives $(-1)^M/\sqrt{4\pi}$. The two factors $1/\sqrt{4\pi}$ cancel the $4\pi$. Both excited electrons thus have the same $l$, and the matrix element is $(-1)^{m_a}K^l_{ab}$, where

$$K^l_{ab}=\frac1{2l+1}\iint P_a(r)P_s(r)\frac{r_<^l}{r_>^{l+1}}P_s(r')P_b(r')\,dr\,dr'. \tag{2}$$

Neither $(K^l_{ab})^2$ nor the denominator depends on $m_a$, which takes $2l+1$ values. Hence

$$E_l=(2l+1)\sum_{ab}\frac{(K^l_{ab})^2}{2\varepsilon_s-\varepsilon_a-\varepsilon_b},\qquad E^{(2)}=\sum_{l=0}^{\infty}E_l, \tag{3}$$

where $a,b$ now label radial functions. For $l=0$ the occupied function is left out.

The same angular integration shows that (2) is the matrix of the exchange operator. The radial Fock operator is

$$F_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac2r+2J(r)-K^l,\qquad J(r)=\int_0^\infty\frac{P_s(r')^2}{\max(r,r')}dr'. \tag{4}$$

One matrix thus serves both the Fock operator and the numerators of (3). For the occupied function, $K^0P_s=JP_s$, so $2J-K^0$ reduces to $J$. This gives the self-consistent equation for $P_s$.

## (c) Describe a B-spline calculation that treats the kink of the kernel at $r=r'$ correctly.

**Model answer.** Expand each radial function in B-splines $B_i$ on $0\le r\le15$ bohr. Dropping the first and last spline makes every function vanish at both ends. The orbitals follow from $Fc=\varepsilon Sc$, with $S_{ij}=\int B_iB_jdr$. The box replaces the continuum by a discrete set of functions, over which (3) is summed.

Degree-seven splines on 100 cells give 105 functions for each $l$. The cell edges are $15(e^{4u}-1)/(e^4-1)$ bohr, with $u$ equally spaced from 0 to 1, so the cells are finest near the nucleus.

With $\rho_i=P_sB_i$, the part of the double integral with $r'<r$ is

$$D_{ij}=\int dr\,\frac{\rho_i(r)}r\int_0^r\left(\frac{r'}r\right)^l\rho_j(r')\,dr'.$$

Exchanging the names $r$ and $r'$ turns the other part into $D_{ji}$, so

$$K^l_{ij}=\frac{D_{ij}+D_{ji}}{2l+1}.$$

The outer integral uses 16 Gauss points per cell. For each outer point $r$, the inner integral covers the complete earlier cells and then has its own Gauss rule from the left edge of the current cell to $r$. No rule crosses the kink. Keeping the ratio $r'/r\le1$ together also avoids multiplying very large and very small powers.

## (d) Compute the waves up to $l=8$ and assess the radial accuracy.

**Model answer.** The Hartree-Fock energy is $-2.861680$ hartree and $\varepsilon_s=-0.917956$ hartree. The kinetic energy is $2.861680$ hartree, as the virial theorem requires. With $\lambda=l+\tfrac12$, the waves are:

| $l$ | $E_l$ (hartree) | Sum (hartree) | $-\lambda^4E_l$ (hartree) |
|---|---:|---:|---:|
| 0 | −0.0134978 | −0.0134978 | 0.00084 |
| 1 | −0.0189800 | −0.0324778 | 0.09609 |
| 2 | −0.0031938 | −0.0356716 | 0.12476 |
| 3 | −0.0009333 | −0.0366049 | 0.14006 |
| 4 | −0.0003622 | −0.0369671 | 0.14851 |
| 5 | −0.0001678 | −0.0371349 | 0.15351 |
| 6 | −0.0000878 | −0.0372226 | 0.15667 |
| 7 | −0.0000502 | −0.0372728 | 0.15877 |
| 8 | −0.0000307 | −0.0373035 | 0.16023 |

The $l=0$ wave correlates the two distances from the nucleus; the others also correlate the directions. The largest contribution is $l=1$.

Going from 60 to 100 cells changes the sum by $-5.8\times10^{-8}$ hartree. This measures sensitivity to the mesh and is not a strict error bound. A separate Gaussian-basis calculation gives $-0.013496$, $-0.018978$ and $-0.003191$ hartree for $l=0,1,2$. The differences are at most about $3\times10^{-6}$ hartree, which supports the angular factors in (3).

The radial error does not include the omitted waves $l>8$. To estimate those, the law of decay is needed.

## (e) Find the leading behaviour of $E_l$ at large $l$, and the power of the next correction.

**Model answer.** For $l\ge1$ the virtual functions form a complete radial set, so (3) can be written as

$$E_l=-\langle g_l|[F_l(1)+F_l(2)-2\varepsilon_s]^{-1}|g_l\rangle,\qquad g_l=\frac{P_s(r_1)P_s(r_2)}{\sqrt{2l+1}}\frac{r_<^l}{r_>^{l+1}}. \tag{5}$$

Indeed, the $ab$ component of $g_l$ is $\sqrt{2l+1}\,K^l_{ab}$. The kernel can be rewritten as

$$\frac{r_<^l}{r_>^{l+1}}=\frac{e^{-\lambda|\ln(r_1/r_2)|}}{\sqrt{r_1r_2}}.$$

At large $\lambda$ it is concentrated near $r_1=r_2$. Set $R=(r_1+r_2)/2$, $x=r_1-r_2$ and $\kappa=\lambda/R$. To leading order the kernel is $e^{-\kappa|x|}/R$, and $P_s(r_1)P_s(r_2)$ becomes $P_s(R)^2$.

Since $\partial_{r_1}=\tfrac12\partial_R+\partial_x$ and $\partial_{r_2}=\tfrac12\partial_R-\partial_x$,

$$-\tfrac12(\partial_{r_1}^2+\partial_{r_2}^2)=-\partial_x^2-\tfrac14\partial_R^2 .$$

The width in $x$ is of order $R/\lambda$, so $\partial_x^2$ is of order $\lambda^2$ while $\partial_R^2$ is not. The two centrifugal terms add to $l(l+1)/R^2=(\lambda^2-\tfrac14)/R^2$, which is $\kappa^2$ to leading order. The equation to solve is therefore

$$(-\partial_x^2+\kappa^2)f=e^{-\kappa|x|},\qquad f=\frac{(1+\kappa|x|)e^{-\kappa|x|}}{2\kappa^2}. \tag{6}$$

To verify $f$, take $x>0$: $f'=-\tfrac12xe^{-\kappa x}$ and $f''=-\tfrac12(1-\kappa x)e^{-\kappa x}$. Then $-f''+\kappa^2f=\tfrac12[(1-\kappa x)+(1+\kappa x)]e^{-\kappa x}=e^{-\kappa x}$. The slope vanishes at $x=0$, so the even solution has no delta-function term there. The overlap with the source is

$$\int_{-\infty}^{\infty}e^{-\kappa|x|}f\,dx=\frac1{\kappa^2}\int_0^\infty(1+\kappa x)e^{-2\kappa x}dx=\frac1{\kappa^2}\left(\frac1{2\kappa}+\frac1{4\kappa}\right)=\frac{3R^3}{4\lambda^3}.$$

Now $dr_1dr_2=dR\,dx$. The two kernel factors supply $1/R^2$, and the normalization supplies $1/(2l+1)=1/(2\lambda)$. Thus

$$E_l\simeq-\frac1{2\lambda}\int_0^\infty\frac{P_s(R)^4}{R^2}\frac{3R^3}{4\lambda^3}dR=-\frac A{\lambda^4},\qquad A=\frac38\int_0^\infty rP_s(r)^4dr. \tag{7}$$

For the next power, put $x=\xi/\lambda$ and expand formally in $1/\lambda$. The terms $\partial_R^2$, the local potential and the orbital energy enter at relative order $\lambda^{-2}$. So does the $-\tfrac14$ in $l(l+1)=\lambda^2-\tfrac14$. The factors $P_s(r_1)P_s(r_2)$, $1/\sqrt{r_1r_2}$ and $1/r_1^2+1/r_2^2$ are smooth and symmetric in $r_1,r_2$, so their Taylor expansions about $x=0$ contain only even powers of $x$; the first relative correction is of order $x^2\sim\lambda^{-2}$. The exponential is not smooth at $x=0$ and needs a separate look. With $u=x/2R$, $\ln(r_1/r_2)=\ln[(1+u)/(1-u)]=2(u+u^3/3+\cdots)$, so $\lambda|\ln(r_1/r_2)|=\kappa|x|\,[1+x^2/(12R^2)+\cdots]$. Since $\kappa|x|$ is of order one, this correction is also of relative order $\lambda^{-2}$.

Nonlocal exchange has a prefactor $1/(2\lambda)$ and a range of order $R/\lambda$. It is therefore of order $\lambda^{-2}$, or $\lambda^{-4}$ relative to the leading operator. The first correction is consequently of relative order $\lambda^{-2}$:

$$E_l=-\frac A{\lambda^4}-\frac B{\lambda^6}+\cdots . \tag{8}$$

The computed orbital gives $A=0.16579$ hartree. Extrapolating $-\lambda^4E_l$ from $l=8$ and $12$ linearly in $1/\lambda^2$ gives 0.16557 hartree on this mesh, 0.13% below $A$. This gap contains both the higher terms of the expansion and the radial error of $E_{12}$, which the mesh test in (d) does not cover. With radially converged waves the value moves to 0.16563 hartree, 0.10% below $A$, so about a quarter of the gap is radial error. Extrapolation linear in $1/\lambda$ gives 0.16920 hartree on this mesh (about 0.1693 when radially converged), 2.1% above $A$. The numerical test thus favours (8) over a $\lambda^{-5}$ correction. The law is asymptotic and does not describe $l=0$, as the last column of the table shows.

## (f) Estimate the missing tail. Is the result consistent with a limit of $-0.03738$ hartree?

**Model answer.** Matching (8) to $E_8$, where $\lambda^2=72.25$, gives

$$B=72.25\,(0.160225-0.165787)\simeq-0.402\ \text{hartree}.$$

The last digit depends on the mesh: a radially converged $E_8$ gives $-0.4014$ hartree. This effective value also absorbs higher terms at $l=8$; matching at larger $l$ moves it toward about $-0.43$ hartree. The tail is

$$\Delta=-A\sum_{l=9}^{\infty}\lambda^{-4}-B\sum_{l=9}^{\infty}\lambda^{-6}=-7.400\times10^{-5}\ \text{hartree}. \tag{9}$$

Its size can be checked by hand. The points $\lambda=9.5,10.5,\ldots$ are midpoints of unit intervals starting at 9, so the first sum is close to $\int_9^\infty\lambda^{-4}d\lambda=1/(3\cdot9^3)$. This gives

$$-\frac{0.165787}{3\cdot729}=-7.581\times10^{-5}\ \text{hartree},$$

which is 2.4% larger in magnitude than (9). Most of the difference comes from the negative $B$: its contribution is about $0.402/(5\cdot9^5)=1.36\times10^{-6}$ hartree, with positive sign.

The tail formula can also be tested on waves not used to construct it. For $l=9$ to $12$ it predicts $-4.9138\times10^{-5}$ hartree; direct calculation gives $-4.9112\times10^{-5}$ hartree, a difference of 0.05%. It contains both the higher terms of the expansion, which a $B$ fixed at $l=8$ cannot follow, and the radial error of these waves. With a converged radial mesh the direct sum moves to $-4.9117\times10^{-5}$ hartree and the difference to 0.04%, so most of it comes from the higher terms. For the same reason (9) overestimates the size of the tail by about $3\times10^{-8}$ hartree, and only three of its digits are reliable.

The extrapolated energy is

$$E^{(2)}=-0.0373035-0.0000740=-0.0373775\ \text{hartree}=-1.0171\ \text{eV}.$$

Repeating the extrapolation with waves through $l=12$ changes it by about $4\times10^{-8}$ hartree. The answer is yes: the limit rounds to $-0.03738$ hartree. The sum through $l=8$ has not reached it, since 0.20% of the total is still missing.

The last wave kept in the sum is a poor estimate of this error: $|E_8|=3.1\times10^{-5}$ hartree, less than half the tail. If $L$ is the largest retained $l$, the leading remainder is $A/[3(L+1)^3]$ in magnitude. Reducing it below $10^{-6}$ hartree would require $L=38$; at $L=37$ it is still $1.007\times10^{-6}$ hartree. Refining the radial basis at fixed $L$ cannot remove this error.

The limit found here is the second-order energy for the stated model. It leaves out higher-order correlation, relativity and nuclear motion. The numerical check carries out the numerical checks.

## Calculated quantities

```
Nuclear charge: 2 e
Box radius: 15.0 bohr
Spline degree: 7 (dimensionless)
Fine, coarse mesh: 100, 60 cells
Radial functions per l, fine mesh: 105
HF energy: -2.86168000 hartree
Occupied orbital energy: -0.91795556 hartree
HF kinetic energy: 2.86168000 hartree
l | E_l (hartree) | sum (hartree) | -lam^4 E_l (hartree)
0 | -0.013497818 | -0.013497818 | 0.000844
1 | -0.018979960 | -0.032477778 | 0.096086
2 | -0.003193830 | -0.035671608 | 0.124759
3 | -0.000933336 | -0.036604943 | 0.140059
4 | -0.000362158 | -0.036967102 | 0.148508
5 | -0.000167758 | -0.037134860 | 0.153509
6 | -0.000087765 | -0.037222625 | 0.156666
7 | -0.000050178 | -0.037272803 | 0.158766
8 | -0.000030694 | -0.037303497 | 0.160225
Fine minus coarse sum, l<=8: -5.78e-08 hartree
Gaussian E_0: -0.01349589 hartree
Gaussian E_1: -0.01897822 hartree
Gaussian E_2: -0.00319075 hartree
A from orbital: 0.1657867 hartree
A from waves, 1/lam^2 extrapolation: 0.1655666 hartree
A from waves, 1/lam extrapolation: 0.1691989 hartree
B from E_8: -0.401836 hartree
Predicted sum l=9..12: -0.000049138 hartree
Computed sum l=9..12: -0.000049112 hartree
Simple tail -A/(3*9^3): -0.000075806 hartree
Tail beyond l=8: -0.000074002 hartree
Tail share of total: 0.1980 percent
MP2 total from l<=8 and tail: -0.03737750 hartree
MP2 total from l<=12 and tail: -0.03737746 hartree
MP2 total from l<=8 and tail: -1.017094 eV
```
